# Atomic Natural Orbital Contraction of Neon from a CISD Density: test program

```python
"""Atomic natural orbitals (ANOs) of neon from a frozen-core CISD density.

Result under test: for each angular momentum l the contraction coefficients c
solve S D S c = n S c, where S is the radial overlap of normalized primitives,
D the one-particle density averaged over the 2l+1 components, and n the
occupation of one spatial orbital (both spins). With shell label
n_shell = i + l (i = 1, 2, ... within each l), occupations group into shells.
Energies are in hartree (E_h), lengths in bohr (a0), exponents in a0^-2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation
from pyscf import ci, fci, gto, lib, mcscf, scf

lib.num_threads(1)
LETTERS = "spdfg"


def make_atom(basis):
    return gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)


def component_indices(mol):
    """For each l: array [primitive, component] of basis-function indices."""
    offsets = mol.ao_loc_nr()
    groups = {}
    for shell in range(mol.nbas):
        functions = np.arange(offsets[shell], offsets[shell + 1])
        groups.setdefault(int(mol.bas_angular(shell)), []).append(functions)
    return {l: np.array(rows) for l, rows in groups.items()}


def radial_blocks(mol, matrix):
    """Average a matrix over the components of each angular momentum."""
    blocks = {}
    for l, index in component_indices(mol).items():
        blocks[l] = sum(matrix[np.ix_(index[:, m], index[:, m])]
                        for m in range(2 * l + 1)) / (2 * l + 1)
    return blocks


def expand_blocks(mol, blocks):
    full = np.zeros((mol.nao_nr(), mol.nao_nr()))
    for l, index in component_indices(mol).items():
        for m in range(2 * l + 1):
            full[np.ix_(index[:, m], index[:, m])] = blocks[l]
    return full


def run_cisd(mol, tolerance=1e-10):
    mean_field = scf.RHF(mol)
    mean_field.chkfile = None
    mean_field.conv_tol = 1e-11
    mean_field.kernel()
    assert mean_field.converged
    solver = ci.CISD(mean_field, frozen=1)
    solver.conv_tol = tolerance
    solver.max_cycle = 80
    solver.kernel()
    assert solver.converged
    return mean_field, solver


# Rotation average by quadrature, on a deliberately nonspherical matrix.
rng = np.random.default_rng(4)
probe = make_atom([[0, [0.8, 1.0]], [1, [0.5, 1.0]], [1, [1.5, 1.0]],
                   [2, [0.9, 1.0]], [3, [1.0, 1.0]]])
points = rng.normal(size=(300, 3))
inverse_values = np.linalg.pinv(probe.eval_gto("GTOval_sph", points))
random_matrix = rng.normal(size=(probe.nao_nr(), probe.nao_nr()))
random_matrix = random_matrix + random_matrix.T
rotation_average = np.zeros_like(random_matrix)
cosines, weights = np.polynomial.legendre.leggauss(4)
angles = 2 * np.pi * np.arange(7) / 7
for cosine, weight in zip(cosines, weights):
    for first in angles:
        for last in angles:
            rotation = Rotation.from_euler(
                "ZYZ", [first, np.arccos(cosine), last]).as_matrix()
            representation = inverse_values @ probe.eval_gto(
                "GTOval_sph", np.ascontiguousarray(points @ rotation))
            rotation_average += (weight / 2 / 49) * (
                representation @ random_matrix @ representation.T)
block_average = expand_blocks(probe, radial_blocks(probe, random_matrix))
rotation_error = np.max(np.abs(rotation_average - block_average))
assert rotation_error < 1e-9
assert np.max(np.abs(random_matrix - block_average)) > 0.1

# Correlated density in the even-tempered primitive basis.
# Each entry: smallest exponent, ratio, number of primitives.
even_tempered = {0: (0.2, 2.7, 13), 1: (0.2, 2.6, 8), 2: (0.7, 2.5, 4),
                 3: (1.2, 2.5, 3), 4: (4.5, 2.5, 1)}
primitive_basis = [[l, [start * ratio**k, 1.0]]
                   for l, (start, ratio, count) in even_tempered.items()
                   for k in range(count)]
atom = make_atom(primitive_basis)
mean_field, full_cisd = run_cisd(atom)
orbitals = mean_field.mo_coeff
density = orbitals @ full_cisd.make_rdm1() @ orbitals.T
overlap = atom.intor("int1e_ovlp")
density_blocks = radial_blocks(atom, density)
overlap_blocks = radial_blocks(atom, overlap)
average_density = expand_blocks(atom, density_blocks)
values, vectors = np.linalg.eigh(overlap)
overlap_root = (vectors * np.sqrt(values)) @ vectors.T
anisotropy = np.max(np.abs(
    overlap_root @ (density - average_density) @ overlap_root))
assert anisotropy < 1e-5

# Natural orbitals for each angular momentum.
exponents = {l: [] for l in even_tempered}
for shell in range(atom.nbas):
    exponents[int(atom.bas_angular(shell))].append(
        float(atom.bas_exp(shell)[0]))
occupations, coefficients = {}, {}
for l in even_tempered:
    metric = overlap_blocks[l]
    n, c = eigh(metric @ density_blocks[l] @ metric, metric)
    occupations[l], coefficients[l] = n[::-1], c[:, ::-1]
    assert n.min() > -1e-7 and n.max() < 2 + 1e-7
electron_count = sum((2 * l + 1) * n.sum() for l, n in occupations.items())
assert abs(electron_count - 10) < 1e-7

# Direct maximization of the occupation captured by one d function.
d_metric = overlap_blocks[2]
d_density = d_metric @ density_blocks[2] @ d_metric
search = minimize(lambda c: -1000 * (c @ d_density @ c) / (c @ d_metric @ c),
                  np.ones(len(d_metric)), method="BFGS")
direct_d_occupation = -search.fun / 1000
assert abs(direct_d_occupation / occupations[2][0] - 1) < 1e-5


def contracted_atom(counts):
    basis = []
    for l, count in enumerate(counts):
        basis.append([l] + [[exponents[l][k]] +
                            [float(x) for x in coefficients[l][k, :count]]
                            for k in range(len(exponents[l]))])
    return make_atom(basis)


def set_name(counts):
    return "".join(f"{count}{LETTERS[l]}"
                   for l, count in enumerate(counts) if count)


# CISD energy and density from an explicit determinant Hamiltonian.
small_atom = contracted_atom((3, 2))
small_field, small_cisd = run_cisd(small_atom, 1e-12)
active = mcscf.CASCI(small_field, 8, 8)
one_body, core_energy = active.get_h1eff()
two_body = active.get_h2eff()
electrons = (4, 4)
operator = fci.direct_spin1.absorb_h1e(one_body, two_body, 8, electrons, 0.5)
strings = fci.cistring.make_strings(range(8), 4)
level = np.array([bin(int(string) >> 4).count("1") for string in strings])
selected = np.argwhere(level[:, None] + level[None, :] <= 2)
links = fci.cistring.gen_linkstr_index_trilidx(range(8), 4)
hamiltonian = np.zeros((len(selected), len(selected)))
for column, (alpha, beta) in enumerate(selected):
    determinant = np.zeros((len(strings), len(strings)))
    determinant[alpha, beta] = 1.0
    image = fci.direct_spin1.contract_2e(
        operator, determinant, 8, electrons, (links, links))
    image = np.asarray(image).reshape(len(strings), len(strings))
    hamiltonian[:, column] = image[selected[:, 0], selected[:, 1]]
roots, states = np.linalg.eigh(hamiltonian)
state = np.zeros((len(strings), len(strings)))
state[selected[:, 0], selected[:, 1]] = states[:, 0]
determinant_density = fci.direct_spin1.make_rdm1(state, 8, electrons)
energy_error = abs(roots[0] + core_energy - small_cisd.e_tot)
density_error = np.max(np.abs(
    determinant_density - small_cisd.make_rdm1()[1:, 1:]))
assert energy_error < 1e-7
assert density_error < 1e-5

# Shell grouping and spatial extent.
square_radius = atom.intor("int1e_r2")
radius_blocks = radial_blocks(atom, square_radius)
functions = []
for l in occupations:
    for i, occupation in enumerate(occupations[l]):
        c = coefficients[l][:, i]
        radius = np.sqrt(c @ radius_blocks[l] @ c)
        functions.append((occupation, i + 1 + l, l, radius))
functions.sort(reverse=True)


def shell_gap(last_shell):
    inside = min(f[0] for f in functions if f[1] <= last_shell)
    outside = max(f[0] for f in functions if f[1] > last_shell)
    return inside / outside


def shell_mean(shell):
    return np.exp(np.mean([np.log(f[0]) for f in functions if f[1] == shell]))


gap_three, gap_four = shell_gap(3), shell_gap(4)
assert gap_three > 2
assert all(occupations[l][3 - l] > 2 * occupations[l][4 - l]
           for l in range(4))
assert shell_mean(4) > 3 * shell_mean(5)
virtual = orbitals[:, 5]
virtual_radius = np.sqrt(virtual @ square_radius @ virtual)
assert max(f[3] for f in functions if f[1] == 3) < virtual_radius

# Energies and captured electrons in contracted sets.
results = {}
for counts in [(4, 3), (3, 2, 1), (4, 3, 2, 1), (5, 4, 3, 2, 1)]:
    contracted = contracted_atom(counts)
    cross = gto.intor_cross("int1e_ovlp", contracted, atom)
    own_overlap = contracted.intor("int1e_ovlp")
    captured = np.trace(np.linalg.solve(
        own_overlap, cross @ average_density @ cross.T))
    predicted = sum((2 * l + 1) * occupations[l][:count].sum()
                    for l, count in enumerate(counts))
    assert abs(captured - predicted) < 1e-7
    field, solver = run_cisd(contracted)
    results[set_name(counts)] = (contracted.nao_nr(), 10 - captured,
                                 field.e_tot, solver.e_corr, solver.e_tot)
assert results["3s2p1d"][3] < results["4s3p"][3]
assert (results["3s2p1d"][4] > results["4s3p2d1f"][4]
        > results["5s4p3d2f1g"][4] > full_cisd.e_tot)

print("Neon, frozen 1s CISD; primitive functions:", atom.nao_nr())
for l, (start, ratio, count) in even_tempered.items():
    print(f"{LETTERS[l]}: {count} primitives, smallest exponent {start} a0^-2,"
          f" ratio {ratio}")
print(f"Hartree-Fock energy: {mean_field.e_tot:.6f} E_h")
print(f"CISD correlation energy: {full_cisd.e_corr:.6f} E_h")
hartree_joule = physical_constants["Hartree energy"][0]
print(f"CISD correlation energy: {full_cisd.e_corr * hartree_joule:.5e} J")
print(f"CISD total energy: {full_cisd.e_tot:.6f} E_h")
print(f"Weight of reference determinant: {full_cisd.ci[0]**2:.5f}")
print(f"Electron count from ANOs: {electron_count:.8f}")
print("ANO, occupation per orbital, rms radius (a0), accumulated set")
running = [0] * 5
closed_sets = []
for position, (occupation, shell, l, radius) in enumerate(functions):
    running[l] += 1
    closed_sets.append(set_name(running))
    if position < 16:
        print(f"{shell}{LETTERS[l]}  {occupation:.4e}  {radius:.3f}  "
              f"{closed_sets[-1]}")
print(f"Lowest canonical virtual, rms radius: {virtual_radius:.3f} a0")
print(f"Gap ratio after n=3: {gap_three:.3f}")
print(f"Gap ratio after n=4: {gap_four:.3f}")
print("One cutoff gives 3s2p1d:", "3s2p1d" in closed_sets)
print("One cutoff gives 4s3p2d1f:", "4s3p2d1f" in closed_sets)
for shell in (3, 4, 5):
    print(f"Geometric mean occupation, n={shell}: {shell_mean(shell):.4e}")
print("d exponents (a0^-2):", " ".join(f"{x:.4f}" for x in exponents[2]))
sign = np.sign(coefficients[2][np.argmax(np.abs(coefficients[2][:, 0])), 0])
print("3d ANO coefficients:",
      " ".join(f"{x:.5f}" for x in sign * coefficients[2][:, 0]))
print(f"3d occupation by direct maximization: {direct_d_occupation:.4e}")
print("Set, functions, electrons lost, E_HF (E_h), E_corr (E_h), % E_corr")
for name, (size, lost, hf_energy, correlation, total) in results.items():
    print(f"{name}  {size}  {lost:.3e}  {hf_energy:.6f}  {correlation:.6f}  "
          f"{100 * correlation / full_cisd.e_corr:.2f}")
print(f"Rotation-average test, largest error: {rotation_error:.1e}")
print(f"Neon density anisotropy before averaging: {anisotropy:.1e}")
print(f"Determinants in explicit CISD test: {len(selected)}")
print(f"Explicit CISD test, energy error: {energy_error:.1e} E_h")
print(f"Explicit CISD test, density error: {density_error:.1e}")
print("finished without a failed check")
```

Output:

```
Neon, frozen 1s CISD; primitive functions: 87
s: 13 primitives, smallest exponent 0.2 a0^-2, ratio 2.7
p: 8 primitives, smallest exponent 0.2 a0^-2, ratio 2.6
d: 4 primitives, smallest exponent 0.7 a0^-2, ratio 2.5
f: 3 primitives, smallest exponent 1.2 a0^-2, ratio 2.5
g: 1 primitives, smallest exponent 4.5 a0^-2, ratio 2.5
Hartree-Fock energy: -128.544846 E_h
CISD correlation energy: -0.292623 E_h
CISD correlation energy: -1.27576e-18 J
CISD total energy: -128.837470 E_h
Weight of reference determinant: 0.96732
Electron count from ANOs: 10.00000000
ANO, occupation per orbital, rms radius (a0), accumulated set
1s  2.0000e+00  0.183  1s
2s  1.9904e+00  0.986  2s
2p  1.9816e+00  1.114  2s1p
3p  1.0468e-02  1.619  2s2p
3s  6.7588e-03  1.437  3s2p
3d  3.8479e-03  1.084  3s2p1d
4p  5.3463e-04  1.661  3s3p1d
4d  3.7326e-04  1.328  3s3p2d
4f  3.5061e-04  1.082  3s3p2d1f
4s  2.5590e-04  1.567  4s3p2d1f
5p  6.8953e-05  1.886  4s4p2d1f
5f  4.6221e-05  1.172  4s4p2d2f
5d  3.4902e-05  1.291  4s4p3d2f
5g  3.0526e-05  0.782  4s4p3d2f1g
5s  2.1919e-05  2.194  5s4p3d2f1g
6p  1.0965e-05  2.178  5s5p3d2f1g
Lowest canonical virtual, rms radius: 2.579 a0
Gap ratio after n=3: 7.197
Gap ratio after n=4: 3.711
One cutoff gives 3s2p1d: True
One cutoff gives 4s3p2d1f: True
Geometric mean occupation, n=3: 6.4811e-03
Geometric mean occupation, n=4: 3.6580e-04
Geometric mean occupation, n=5: 3.7527e-05
d exponents (a0^-2): 0.7000 1.7500 4.3750 10.9375
3d ANO coefficients: 0.36381 0.53885 0.23349 0.03545
3d occupation by direct maximization: 3.8479e-03
Set, functions, electrons lost, E_HF (E_h), E_corr (E_h), % E_corr
4s3p  13  2.465e-02  -128.544681  -0.138204  47.23
3s2p1d  14  7.274e-03  -128.544053  -0.211765  72.37
4s3p2d1f  30  1.094e-03  -128.544681  -0.269458  92.08
5s4p3d2f1g  55  9.257e-05  -128.544781  -0.289496  98.93
Rotation-average test, largest error: 2.9e-15
Neon density anisotropy before averaging: 4.9e-08
Determinants in explicit CISD test: 361
Explicit CISD test, energy error: 5.7e-14 E_h
Explicit CISD test, density error: 7.9e-10
finished without a failed check
```
